# Dopant concentration below a mask edge after annealing

## Problem

Silicon fills the half-space $z>0$. A mask covers the surface at $x<0$ and leaves a window open at $x>0$. The implant just before annealing is

$$
C(x,z,0)=\begin{cases} f(z), & x>0,\\ 0, & x<0,\end{cases}
$$

where $f\ge 0$ is integrable and not zero everywhere. During the anneal the dopant diffuses with constant diffusivity $D$, and none crosses the surface, either under the mask or under the window:

$$
\frac{\partial C}{\partial t}=D\left(\frac{\partial^2C}{\partial x^2}+\frac{\partial^2C}{\partial z^2}\right),\qquad
\left.\frac{\partial C}{\partial z}\right|_{z=0}=0 .
$$

The sharp edge supposes that the mask stops every ion, that the beam is normal to the surface, and that ions are not scattered sideways. The window extends to $x\to\infty$. Let $F(z,t)$ be the far-window value, the limit of $C(x,z,t)$ as $x\to\infty$ at the same depth and time.

(a) Show that $C(0,z,t)=F(z,t)/2$ for every $z\ge0$ and $t>0$.

(b) For a Gaussian implant, find $F$, the junction depths far inside the window and below the edge, and the reach of the junction under the mask at the surface.

(c) Determine which assumptions the factor one half needs.

Use these values, roughly typical of boron in silicon at 1000 °C: nominal dose $Q=10^{13}\ \mathrm{cm^{-2}}$, projected range $R=100$ nm, straggle $\sigma=35$ nm, $D=1.5\times10^{-14}\ \mathrm{cm^2/s}$, $t=1800$ s, and an opposite background doping $N_B=10^{16}\ \mathrm{cm^{-3}}$.

## First estimate by scaling

Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the diffusivity is $1.5\ \mathrm{nm^2/s}$, and

$$
Dt=1.5\times1800=2700\ \mathrm{nm^2},\qquad \ell\equiv2\sqrt{Dt}=104\ \mathrm{nm}.
$$

A point below the edge collects dopant from a distance of order $\ell$ on both sides. Diffusion has no preferred lateral direction, and one side is filled while the other is empty. The point should therefore hold about half of what it would hold with both sides filled.

In depth, one-dimensional diffusion adds a variance $2Dt$ to the initial variance $\sigma^2$. Ignoring the surface, the profile stays Gaussian with width

$$
s=\sqrt{\sigma^2+2Dt}=\sqrt{1225+5400}=81.4\ \mathrm{nm}
$$

and peak

$$
C_s=\frac{Q}{\sqrt{2\pi}\,s}
=\frac{10^{13}}{2.507\times8.139\times10^{-6}}
=4.90\times10^{17}\ \mathrm{cm^{-3}} .
$$

The edge value at the range is then about $2.45\times10^{17}\ \mathrm{cm^{-3}}$. Setting $C_s e^{-(z-R)^2/2s^2}=N_B$ gives the far-window junction,

$$
z\approx R+s\sqrt{2\ln(C_s/N_B)}=100+81.4\times2.79\approx327\ \mathrm{nm}.
$$

With half the peak, the square root becomes $2.53$ and the junction below the edge lies near 306 nm. The reach under the mask should be of order $\ell$, about 100 nm. These estimates leave open what the surface does and whether the half holds at every depth.

## Exact solution

### The point source

Define

$$
g(u)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-u^2/4Dt}.
$$

Differentiation gives

$$
\frac{\partial g}{\partial t}=\left(\frac{u^2}{4Dt^2}-\frac1{2t}\right)g,\qquad
\frac{\partial^2g}{\partial u^2}=\left(\frac{u^2}{4D^2t^2}-\frac1{2Dt}\right)g,
$$

so $\partial g/\partial t=D\,\partial^2g/\partial u^2$. Its integral over all $u$ is one, and it contracts to $u=0$ as $t\to0^+$. A product of one such function of $x$ and one of $z$ solves the two-dimensional equation, because the time derivative of the product is the sum of the two diffusion terms.

For a unit source at $(x',z')$, add an image at $(x',-z')$:

$$
G=g(x-x')\,\big[g(z-z')+g(z+z')\big].
$$

Since $g$ is even, its derivative $g'$ is odd. At $z=0$ the slope of the bracket is $g'(-z')+g'(z')=0$, so no dopant crosses the surface. The image lies outside the silicon and adds no initial dopant inside it.

### Superposition and factorization

The equation is linear, so the implant is a sum of point sources with weight $f(z')$ over $x'>0$:

$$
C(x,z,t)=
\underbrace{\int_0^\infty g(x-x')\,dx'}_{S(x,t)}\;
\underbrace{\int_0^\infty f(z')\big[g(z-z')+g(z+z')\big]dz'}_{\Phi(z,t)} .
$$

The integral splits because the lower limit of $x'$, the mask edge, is the same at every source depth. In the first factor put $u=(x'-x)/\ell$, so that $dx'=\ell\,du$ and $g=e^{-u^2}/(\sqrt\pi\,\ell)$:

$$
S(x,t)=\frac1{\sqrt\pi}\int_{-x/\ell}^{\infty}e^{-u^2}du
=\frac12\left[1+\operatorname{erf}\!\left(\frac{x}{\ell}\right)\right].
$$

As $x\to\infty$, $S\to1$, which identifies $\Phi$ as the far-window value $F$. At $x=0$, $\operatorname{erf}(0)=0$ and $S=\tfrac12$. Therefore

$$
C(x,z,t)=\frac{F(z,t)}2\left[1+\operatorname{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right)\right],
\qquad
C(0,z,t)=\frac{F(z,t)}2 .
$$

This proves (a). The kernel in $\Phi$ is positive, so $F>0$ for $t>0$ and the ratio is defined at every depth. At $t=0$ the value on the jump is not defined; where $f$ is continuous, the edge concentration tends to $f(z)/2$ as $t\to0^+$.

The ratio is constant, but the concentrations are not. At 100 nm depth, $F$ falls from $1.06\times10^{18}\ \mathrm{cm^{-3}}$ after 60 s to $5.13\times10^{17}\ \mathrm{cm^{-3}}$ after 1800 s, and the edge value falls in proportion.

If $D$ varies with time but not with position or concentration, the new variable $\tau=\int_0^tD\,dt'$ turns the equation into $\partial C/\partial\tau=\nabla^2C$. The result then holds with $Dt$ replaced by $\tau$, so a temperature ramp alone does not alter the half.

### Gaussian depth profile

Take $f(z)=Q\,e^{-(z-R)^2/2\sigma^2}/(\sqrt{2\pi}\,\sigma)$ for $z>0$. Cutting the Gaussian at the surface keeps 99.8 % of the nominal dose. Write $b^2=2Dt$, and let $y=z$ for the direct term and $y=-z$ for the image term. Both then need the integral of $f(z')g(y-z')$, whose exponent is $-\tfrac12$ times

$$
\frac{(z'-R)^2}{\sigma^2}+\frac{(z'-y)^2}{b^2}
=\frac{(z'-\mu_y)^2}{v}+\frac{(y-R)^2}{s^2},
$$

$$
s^2=\sigma^2+b^2,\qquad v=\frac{\sigma^2b^2}{s^2},\qquad
\mu_y=\frac{b^2R+\sigma^2y}{s^2}.
$$

The terms in $z'^2$ match because $1/\sigma^2+1/b^2=1/v$, and the terms in $z'$ match because $R/\sigma^2+y/b^2=\mu_y/v$. The remainder is

$$
\frac{(b^2R^2+\sigma^2y^2)(\sigma^2+b^2)-(b^2R+\sigma^2y)^2}{\sigma^2b^2s^2}
=\frac{R^2+y^2-2Ry}{s^2}=\frac{(y-R)^2}{s^2}.
$$

The remaining integral is $\int_0^\infty e^{-(z'-\mu_y)^2/2v}dz'=\sqrt{2\pi v}\;\tfrac12\operatorname{erfc}(-\mu_y/\sqrt{2v})$. Since $\sqrt v/(\sigma b)=1/s$, the prefactors combine to $C_s$:

$$
F(z,t)=C_s\sum_{y=\pm z}e^{-(y-R)^2/2s^2}\;
\frac12\operatorname{erfc}\!\left(-\frac{\mu_y}{\sqrt{2v}}\right).
$$

At $z=100$ nm the direct term is $0.999\,C_s$. The image term is $e^{-200^2/(2\times6625)}\times0.977=0.048\,C_s$. Their sum gives $F=1.047\times4.90\times10^{17}=5.13\times10^{17}\ \mathrm{cm^{-3}}$.

### Junctions

Far inside the window the junction lies where $F=N_B$. Below the edge it lies where $F/2=N_B$, that is, $F=2N_B$. Solving these equations gives depths of **327 nm** and **306 nm**. At the surface the junction is at $x=-x_j$, where

$$
\frac{F(0,t)}2\operatorname{erfc}\!\left(\frac{x_j}{\ell}\right)=N_B .
$$

With $F(0,t)=4.59\times10^{17}\ \mathrm{cm^{-3}}$, the complementary error function must equal $0.0436$. Its argument is $1.43$, and $x_j=1.427\times103.9=$ **148 nm**.

## Comparison

The scaling argument gives the half correctly because it already contains the left-right symmetry. The exact solution adds that the half holds at each depth, including the surface. The peak estimate $C_s$ is 4 to 5 % below the exact value at the range, since it omits dopant returned by the surface. The junction depths agree to within 1 nm because the image term is negligible there. The lateral estimate $\ell$ is too short by a factor $1.43$, since it ignores how far the concentration must fall to reach the background.

A separate finite-volume integration of the diffusion equation, with 5 nm cells, gives the edge values below. The far-window values come from the formula.

| Depth (nm) | $F$ ($10^{17}\ \mathrm{cm^{-3}}$) | Edge ($10^{17}\ \mathrm{cm^{-3}}$) |
|---:|---:|---:|
| 0 | 4.586 | 2.294 |
| 100 | 5.132 | 2.565 |
| 200 | 2.309 | 1.155 |
| 300 | 0.2395 | 0.1200 |

The largest difference between the integrated field and the product formula is about $10^{-4}$ of the peak. Within the integration itself, the edge ratio differs from one half by less than $10^{-6}$ down to 300 nm, after 60, 600 and 1800 s.

## What the half needs

Add to the implant its mirror image in the plane $x=0$. Together they fill the silicon uniformly in $x$. If the silicon and its surface are themselves uniform in $x$, this sum stays uniform and evolves into $F(z,t)$. If in addition the equation is linear and unchanged by $x\to-x$ (no lateral drift and no off-diagonal diffusivity $D_{xz}$, which unstrained cubic silicon does not have), the mirror image evolves into $C(-x,z,t)$ and the two solutions add:

$$
C(x,z,t)+C(-x,z,t)=F(z,t).
$$

Setting $x=0$ gives the half again, without using the form of $g$. Mirror symmetry without uniformity is not enough: a surface sink on the strip $|x|<50$ nm is symmetric about the edge, yet it lowers the ratio to about 0.35 at 50 nm depth and 0.47 at 100 nm.

**Lateral straggle.** Suppose symmetric sideways scattering smooths the initial edge to $f(z)\,\tfrac12\operatorname{erfc}[-x/(\sqrt2\,\sigma_l(z))]$. The sum with its mirror image is still $f(z)$, so the half survives even when $\sigma_l$ depends on depth. The reach does change. For constant $\sigma_l$, the lateral variance becomes $2Dt+\sigma_l^2$. With $\sigma_l=35$ nm the width rises from 73.5 to 81.4 nm, and the reach from 148 nm to $148\times81.4/73.5\approx164$ nm. For boron at this range the lateral straggle is somewhat larger than the vertical one; $\sigma_l=40$ nm gives about 169 nm.

**The surface.** Reflection is sufficient but not necessary. A perfect sink over the entire surface changes the sign of the image term and leaves $S$ untouched, so the half holds for $z>0$. A sink under the window alone breaks the mirror symmetry. Far inside the window it gives the same concentration as the full sink, but near the edge less dopant is lost, so the ratio must exceed one half. For the example, 5 nm cells give 0.507 at 100 nm and 0.542 at 50 nm; finer cells near the corner where sink meets reflector lower these to about 0.506 and 0.539. Towards the surface the ratio climbs steeply, to about 0.85 at 10 nm and above one at 5 nm, because $F$ vanishes there faster than the edge value.

**Window width.** A window $0<x<W$ has lateral factor $S(x)-S(x-W)$. This equals $\tfrac12\operatorname{erf}(W/\ell)$ at the edge and $\operatorname{erf}(W/2\ell)$ at the centre. For $W=1000$ nm the ratio of edge to centre is 0.500. For $W=200$ nm it is $0.4968/0.8264=0.601$: the edge has barely changed, but the centre has lost dopant to both sides.

## The model beside a real anneal

The parameters are rough values for a light boron implant and a long furnace anneal. The Gaussian profile ignores channelling, which adds a deep tail in crystalline silicon, most of all for a normal beam. The half holds for any $f(z)$, but the junction depths do not: an exponential tail with an assumed decay length of 45 nm, joined at half the peak, moves them from 327 and 306 nm to about 377 and 345 nm. Several real effects break the symmetry or the linearity, and their sizes below are estimates within simple models, each taken separately.

- **Beam tilt.** At 7°, with ions travelling away from the mask, the edge of the implant is displaced by $100\tan7^\circ=12$ nm at the range. The ratio there falls to 0.435 for an idealized opaque mask of zero height; a mask with the stopping power of silicon must be about 250 nm thick to stop these ions (200 nm still passes 0.2 % of the dose, enough, at normal incidence, to move the surface reach from 148 to 156 nm). A 300 nm mask also casts a shadow, and the ratio falls to 0.253 if the mask is perfectly opaque. If it stops ions as silicon does, those clipping its top corner pass through and the ratio is about 0.31. At the range, this is the largest departure among the cases computed here.
- **Excess interstitials.** Suppose each implanted ion leaves one extra silicon interstitial, which is released at depth $R$, escapes to the surface (a perfect sink for interstitials everywhere) and speeds boron diffusion on its way. The boron flux is taken as $-D\nabla(C\,C_I/C_I^*)$, with $C_I$ the interstitial concentration and $C_I^*$ its equilibrium value. The product $D_IC_I^*$ is $4\times10^{6}\ \mathrm{cm^{-1}s^{-1}}$ at 1000 °C, with an activation energy 1.4 eV above that of $D$. For release at 1000 °C this adds 1.4 % to $Dt$ far inside the window at depths $z\ge R$ (falling linearly to zero between $R$ and the surface), and the ratio at the range is 0.501. For release at 800 °C during the ramp it adds 15 %, and the ratio is 0.509. In the second case the ratio departs from one half by up to 0.036 within the first 300 nm, dropping below one half just past 200 nm and reaching 0.464 near 300 nm. These figures depend on the model: the flux $-D(C_I/C_I^*)\nabla C$ gives 0.506 at the range instead of 0.509, and release at 700 °C would add about 70 % to $Dt$. They also depend on the rough activation-energy difference: 1.49 eV instead of 1.4 eV gives 17.5 % at 800 °C and about 90 % at 700 °C. Intrinsic diffusion is assumed during the release, but $n_i$ is only about $2\times10^{18}\ \mathrm{cm^{-3}}$ at 800 °C, where $p/n_i$ reaches about 1.3; including it during the release alone gives 0.512 at the range, and including it in the 1000 °C stage as well gives 0.516. At 700 °C the implant peak exceeds $n_i$, and the model is outside its regime.
- **Charged defects.** Boron raises the hole density $p$ above the intrinsic density $n_i$, roughly $7\times10^{18}\ \mathrm{cm^{-3}}$ at 1000 °C. Initially $p/n_i$ reaches 1.085. If the boron flux is $-D\nabla(Cp/n_i)$, which includes the built-in field, the ratio at the range becomes 0.506. A dose high enough to bring $C$ near $n_i$ would take the model outside its regime.

For this example the half is therefore a good approximation at the range when the beam is normal, the mask stops the ions and has a vertical wall, the window is much wider than $\ell$, and the silicon, its surface and the diffusivity are the same over several $\ell$ on both sides of the edge as at the place where $F$ is read. Even a vertical wall does not give the half exactly, because ions that enter the mask top close to the edge can scatter out through the sidewall and land in the window; a rough binary-collision estimate for a 300 nm mask that stops ions as silicon does gives about 0.52 at the range and 0.53 to 0.54 at the surface, and less for a taller mask. A sloped wall lets ions through its thin foot: for a 300 nm mask that stops ions as silicon does, the ratio at the range below the foot is about 0.55 for an 85° wall and 0.59 for an 80° wall. Uniformity near the edge alone is not enough: a surface sink that begins $3\ell$ inside the window leaves the edge value unchanged but lowers $F$, and the ratio at the range becomes 0.55. An oxide edge left in place, or oxidation in the window only, need not meet the condition. Interstitials injected by oxidation can travel much farther than $\ell$; in a simple model where their source lies $4\ell$ from the edge on the masked side, raises $D$ there by 50 %, and the excess decays over an assumed 2 µm so that $D$ is not raised where $F$ is read, the ratio falls to about 0.45. If the oxidation is in the window instead, $D$ is raised most where $F$ is read, and simple excess profiles with the same 50 % at $4\ell$ under the mask and the same decay length give 0.50 to 0.54.

## Calculated quantities

```
nominal dose: 1.0e+13 cm^-2
projected range: 100 nm; straggle: 35 nm
diffusivity: 1.50e-14 cm^2/s; anneal time: 1800 s
D*t: 2700 nm^2; sqrt(D*t): 51.96 nm; twice: 103.92 nm
as-implanted peak: 1.140e+18 cm^-3
fraction of nominal dose kept: 0.99786
annealed vertical width: 81.39 nm
depth nm | far formula cm^-3 | edge grid cm^-3 | grid edge/far
   0 | 4.586e+17 | 2.294e+17 | 0.500000
  50 | 4.937e+17 | 2.469e+17 | 0.500000
 100 | 5.132e+17 | 2.565e+17 | 0.500000
 200 | 2.309e+17 | 1.155e+17 | 0.500000
 300 | 2.395e+16 | 1.200e+16 | 0.500000
time s | grid far value at projected range cm^-3 | edge/far
60 | 1.062e+18 | 0.500000
600 | 7.253e+17 | 0.500000
1800 | 5.130e+17 | 0.500000
greatest field error / peak: 1.05e-04
background: 1.0e+16 cm^-3
far-window junction depth: 327.1 nm
junction depth below edge: 305.9 nm
surface junction reach under mask: 148.3 nm
Edge/far ratios below are at the projected range unless labelled
symmetric lateral straggle: 0.500000
sink over whole surface: 0.500000
sink under window only: 0.507; at 50 nm depth: 0.542
intrinsic carrier density at 1000 C: 7.0e+18 cm^-3
initial greatest p/n_i: 1.0847
charged-defect diffusion: 0.50625; greatest |ratio-1/2| to 300 nm: 0.00627
interstitial D_I*C_I at 1000 C: 4.0e+06 cm^-1 s^-1
activation-energy difference: 1.4 eV
interstitial release at 1000 C: extra D*t 37.5 nm^2 (1.4 %)
  ratio 0.50095; greatest |ratio-1/2| to 300 nm 0.00424
interstitial release at 800 C: extra D*t 404.4 nm^2 (15.0 %)
  ratio 0.50939; greatest |ratio-1/2| to 300 nm 0.03631
7 degree tilt, edge shift at range: 12.28 nm
7 degree tilt, thin mask: 0.4347 (grid 0.4348)
7 degree tilt, 300 nm mask: 0.2531
window 1000 nm, edge/centre: 0.500000
window 200 nm, edge/centre: 0.601081
```
